# Occupancy of a Two-State Trap under Fast Square-Wave Gate Bias

**Q.** A trap in a gate stack captures electrons while the gate is high and loses them while it is low. Why should it have a steady occupancy at all under a bias that never stops switching?

**A.** Strictly, it reaches a periodic state. Let $f$ be the probability that the trap is filled, $c$ the capture rate of an empty trap and $e$ the emission rate of a filled one. With $k=c+e$,

$$\frac{df}{dt}=c(1-f)-ef=c-kf .$$

I assume that the trap has two states and no memory, that its rates follow the bias at once, and that trapped charge doesn't alter them. The high phase (H) lasts $DT$ and the low phase (L) lasts $(1-D)T$, with $0<D<1$ and both $k_H,k_L>0$. Within phase $i$ the rates are constant, so

$$f(t)=f_i+[f(0)-f_i]\exp(-k_it),\qquad f_i=\frac{c_i}{k_i}.$$

Define

$$x=k_HDT,\quad y=k_L(1-D)T,\quad a=\exp(-x),\quad b=\exp(-y).$$

Two traps with different histories obey the same equation, so the difference of their occupancies is multiplied by $a$ in the high phase and by $b$ in the low one. Per cycle the factor is

$$ab=\exp(-\bar kT),\qquad \bar k=Dk_H+(1-D)k_L .$$

This is below one, so every start leads to the same periodic state. Sampled once per cycle, the approach has time constant $1/\bar k$. At fixed duty $D$, this time doesn't depend on $T$.

**Q.** What is the occupancy in that state?

**A.** Integrate the rate equation over one cycle of the periodic state. The net change is zero, so $\langle c\rangle=\langle kf\rangle$, where brackets denote a time average. If $f$ hardly moves during a cycle, it comes out of the average:

$$f_\infty=\frac{\langle c\rangle}{\langle k\rangle}
=\frac{Dc_H+(1-D)c_L}{D(c_H+e_H)+(1-D)(c_L+e_L)} .$$

The period has cancelled.

**Q.** You assumed that $f$ hardly moves. That is the very thing in doubt.

**A.** Then solve the cycle without assuming it. Let $f_0$ and $f_1$ be the occupancies at the start and end of the high phase, and put $g=f-f_L$, $\delta=f_H-f_L$. The two phases give

$$g_1=\delta(1-a)+ag_0,\qquad g_0=bg_1 .$$

Substituting the second into the first,

$$g_1=\delta\frac{1-a}{1-ab},\qquad g_0=\delta\frac{b(1-a)}{1-ab}.$$

For comparison, $c_i=k_if_i$ gives

$$f_\infty=\frac{xf_H+yf_L}{x+y}=f_L+\delta\frac{x}{x+y}.$$

This lies between $f_0$ and $f_1$. To see it, multiply numerator and denominator of $g_0$ by $\exp(x+y)$:

$$\frac{g_0}{\delta}=\frac{\exp x-1}{\exp(x+y)-1}\le\frac{x}{x+y},$$

because $(\exp z-1)/z=\int_0^1\exp(zs)\,ds$ increases with $z$. Likewise

$$\frac{g_1}{\delta}=\frac{1-\exp(-x)}{1-\exp(-x-y)}\ge\frac{x}{x+y},$$

because $[1-\exp(-z)]/z=\int_0^1\exp(-zs)\,ds$ decreases. (If $\delta=0$, the occupancy is constant and nothing needs proof.)

**Q.** So $f_\infty$ lies inside the ripple. How large is the ripple?

**A.** Subtracting the end values,

$$f_1-f_0=\delta R,\qquad R=\frac{(1-a)(1-b)}{1-ab}.$$

Since $\coth(x/2)=(1+a)/(1-a)$,

$$\coth\frac x2+\coth\frac y2
=\frac{(1+a)(1-b)+(1+b)(1-a)}{(1-a)(1-b)}=\frac2R .$$

For positive $u$, $\tanh u\le u$, hence $\coth u\ge1/u$ and

$$R\le R_0,\qquad R_0=\frac{xy}{x+y}=\frac{D(1-D)k_Hk_LT}{\bar k}.$$

The occupancy moves monotonically between $f_0$ and $f_1$ in each phase. At every instant of the periodic state, therefore,

$$|f(t)-f_\infty|\le|\delta|R_0 .$$

The error vanishes in proportion to $T$, at fixed $D$ and rates. Frequency independence is thus a limit, with a known bound on the error at any finite frequency.

**Q.** Must both phases be short compared with the trap's response times?

**A.** No. Since $R_0\le\min(x,y)$, one short phase suffices. If $x$ is large and $y$ small, the trap saturates at $f_H$ and barely leaves it during the low phase; the formula for $f_\infty$ then also gives nearly $f_H$.

**Q.** A slow measurement records the cycle average. Does it have the same error?

**A.** It has a smaller one at high frequency. First,

$$f_0-f_H=g_0-\delta=\delta\frac{b(1-a)-(1-ab)}{1-ab}=-\delta\frac{1-b}{1-ab}.$$

Integrating the exponentials gives

$$\int_Hf\,dt=f_HDT+(f_0-f_H)\frac{1-a}{k_H}=f_HDT-\frac{\delta R}{k_H},$$

$$\int_Lf\,dt=f_L(1-D)T+g_1\frac{1-b}{k_L}=f_L(1-D)T+\frac{\delta R}{k_L}.$$

The average is therefore

$$\langle f\rangle=Df_H+(1-D)f_L-\delta\left(\frac1{k_H}-\frac1{k_L}\right)\frac RT .$$

Replacing $R$ by $R_0$ turns the right side into

$$f_L+\delta D\,\frac{\bar k-(1-D)(k_L-k_H)}{\bar k}=f_L+\delta\frac{Dk_H}{\bar k}=f_\infty ,$$

so

$$\langle f\rangle-f_\infty=\delta\left(\frac1{k_H}-\frac1{k_L}\right)\frac{R_0-R}{T}.$$

Now use $\coth u\le1/u+u/3$. This is equivalent to $u\cosh u\le(1+u^2/3)\sinh u$. Comparing coefficients of $u^{2n+1}$, after multiplication by $(2n+1)!$, requires $2n+1\le1+2n(2n+1)/3$, which holds for every integer $n\ge0$. Hence

$$R\ge\frac{2}{2/x+2/y+(x+y)/6}=\frac{R_0}{1+xy/12},\qquad 0\le R_0-R\le\frac{R_0xy}{12}.$$

As $\coth u=1/u+u/3+O(u^3)$, the upper limit is also the leading term:

$$\langle f\rangle-f_\infty\simeq
\frac{\delta(k_L-k_H)k_Hk_LD^2(1-D)^2T^2}{12\bar k}.$$

The magnitude of the right side bounds the error at any $T$.

**Q.** What happens at the other end, when switching is slow?

**A.** For $T\to\infty$, $R\to1$ and $\langle f\rangle\to Df_H+(1-D)f_L$. The trap equilibrates in each phase, and the phases count by duration. In the fast limit the same two occupancies are weighted by $Dk_H$ and $(1-D)k_L$, so the phase with faster exchange counts for more than its share of the time. If $k_H=k_L$, the average is the same at all frequencies, although the ripple is not.

**Q.** Show me numbers. Where would the four rates come from?

**A.** Take an electron trap in an n-channel high-k transistor at 400 K, with rough, round parameters. It lies 0.4 nm inside a 5 nm high-k layer of relative permittivity 20, behind a 0.8 nm interlayer of permittivity 4. The interlayer field is 6 MV/cm in the high phase and 0.5 MV/cm in the low one.

Let $\Delta$ be the trap level minus the channel band edge, 0.35 eV at zero field. A field of 1 MV/cm lowers an electron's energy by 0.1 eV per nm towards the gate, and the high-k field is 4/20 of the interlayer field. Thus

$$\Delta_H=0.35-0.1(6)\left(0.8+0.4\tfrac4{20}\right)=-0.178\ \text{eV},$$

and similarly $\Delta_L=0.306$ eV.

The lattice relaxes when the charge changes. With a dimensionless coordinate $s$ and reorganization energy $\lambda=2.4$ eV, the empty and filled energies are $\lambda s^2$ and $\lambda(s-1)^2+\Delta$. They cross at $s=(\lambda+\Delta)/(2\lambda)$, which gives the barriers

$$B_c=\frac{(\lambda+\Delta)^2}{4\lambda},\qquad
B_e=B_c-\Delta=\frac{(\lambda-\Delta)^2}{4\lambda}.$$

Let $\theta=0.03447$ eV be the thermal energy and $\eta$ the band edge minus the Fermi level: $-0.05$ eV in H, 0.40 eV in L. Channel states at the edge are filled with probability $p=1/[1+\exp(\eta/\theta)]$. The model rates are

$$c=\nu Pp\exp(-B_c/\theta),\qquad e=\nu P(1-p)\exp(-B_e/\theta),$$

with attempt rate $\nu=10^{13}$ per second. In atomic units ($\hbar=m_e=1$, unit elementary charge), the WKB tunnelling factor is $P=\exp[-2\int\sqrt{2mU}\,dz]$, where $U$ is the local barrier above the channel edge. At zero field $U$ is 3.0 eV in the interlayer and 1.5 eV in the high-k layer, with masses 0.5 and 0.2; the field tilts both. The ratio $c/e=\exp[-(\Delta+\eta)/\theta]$ satisfies detailed balance with the channel.

For capture at high bias, $P=1.059\times10^{-5}$, $p=0.81$ and $B_c=0.5143$ eV:

$$c_H=10^{13}(1.059\times10^{-5})(0.81)\exp(-0.5143/0.03447)\approx28.4\ \text{s}^{-1}.$$

The others are $e_H=0.038$, $c_L=1.1\times10^{-7}$ and $e_L=86.8$ per second.

**Q.** And the occupancy?

**A.** At half duty the factors $1/2$ cancel:

$$f_\infty=\frac{28.415}{28.415+0.038+86.799}=0.247 .$$

The settling time is $1/57.6$ s, or 17 ms. The average is 0.476 at 1 Hz, 0.322 at 10 Hz, 0.2478 at 100 Hz and 0.2466 at 1 kHz, against a slow limit of 0.499. At 100 Hz the leading error formula gives 0.0013, which is the excess found over $f_\infty$. The ripple bound guarantees an instantaneous error below 0.01 from 1.07 kHz upwards; this is sufficient, not necessary. The exact cycle reaches that error near 540 Hz; at 1 kHz the occupancy runs between 0.241 and 0.252.

At fixed phase rates, the fast limit is 0.035 for a duty of 0.1 and 0.746 for 0.9.

**Q.** Could I simply apply the mean bias?

**A.** Not here. The band edge needn't follow the gate voltage linearly, so let the mean bias be the one that sets $\Delta+\eta$ to its average over the two phases, $(-0.228+0.706)/2=0.239$ eV. Equilibrium there gives $f=0.001$. That figure belongs to this choice of mean; equilibrium at the mean gate voltage can give another. The driven trap is filled by one phase and emptied by the other; it isn't in equilibrium with a channel at the mean bias.

For a threshold shift, place $10^{12}$ such traps per cm² in a sheet. If $\sigma$ is the magnitude of its charge per area when full, compensating it from the gate across the remaining 4.6 nm takes

$$\Delta V=\frac{\sigma f(4.6\ \text{nm})}{20\,\epsilon_0}.$$

This is 10 mV in the fast limit and 42 mV under constant high bias.

**Q.** A real pulse has sloping edges. Does the argument survive?

**A.** Yes, if the waveform keeps its shape as $T$ shrinks. Let $K$ be the largest value of $k$. Since $|df/dt|\le K$, $f$ changes by at most $KT$ within a cycle. Then $\langle c\rangle=\langle kf\rangle$ puts $f$ within $KT$ of $\langle c\rangle/\langle k\rangle$.

Edges of fixed duration break that condition, because they fill more of the cycle as frequency rises. With linear 10 ns edges, sweeping field and band edge together, and half duty measured at half height, the occupancy is 0.246 at 1 MHz and 0.238 at 10 MHz. The convention matters: at 10 MHz, taking both edges out of the low phase gives 0.335, and taking both out of the high phase gives 0.162.

**Q.** How close is this to a real device?

**A.** The sub-nanometre interlayer, the permittivities and the elevated stress temperature are in a realistic range. The 5 nm high-k layer is thick for scaled logic, where roughly 2 nm is more representative. The interlayer field is 0.6 of a rough 10 MV/cm breakdown field. Real devices break the assumption of identical traps: their rates are widely spread. At fixed duty, only the products of rates and period enter $f$, so a trap with all four rates a thousand times larger has an average of 0.322 at 10 kHz, where this one has 0.247. A measured shift can therefore still vary with frequency after many of its traps have reached their limits.

**Q.** And how firm is 0.247 for the single trap?

**A.** The formula is firmer than the rates put into it. Changing one ingredient at a time, at half duty:

- Exchange with channel states above the band edge, at constant density of states, gives 0.437.
- A spin factor doubling capture gives 0.396.
- Charge feedback from the sheet, at fixed gate voltage and with the same level rise in both phases, gives 0.225.
- Quantum phonons of 0.05 eV roughly double both main rates and give 0.250.
- Exchange with the gate, summed over a band of gate states, leaves 0.246, with the gate at 0 V in L and at either 1.2 V or 1.44 V (the swing the fields and band edges imply) in H. That estimate is for the 5 nm layer and a high-k mass of 0.2, and it is fragile: a mass of 0.11 gives 0.15 to 0.11 over those two voltages, a 4 nm layer about 0.2, and a 3 nm layer below 0.004. In a 2 nm layer the same model makes emission to the gate dominate, and the trap stays nearly empty.
- At 300 K, with fields and band-edge positions held fixed, the occupancy is 0.168 and settling takes 1.6 s.

These estimates change the rates but keep the averaging rule. With charge feedback the rates depend on $f$ itself, so the rule becomes an equation to be solved self-consistently.

**Q.** What would defeat the rule itself?

**A.** A hidden state. Suppose an empty trap enters an intermediate state at rate $\alpha$, returns at rate $\beta$, or becomes filled at rate $r$; for simplicity the filled trap still empties directly at rate $e$. At constant bias, and with the intermediate state short-lived, its small population is $\alpha(1-f)/(\beta+r)$. The effective capture rate is then

$$c=\frac{\alpha r}{\beta+r}.$$

Take $r=10^6$ per second, $\beta_H=r$ and $\beta_L=10r$, and choose $\alpha$ to preserve the original $c_H$ and $c_L$. Thus $\alpha_H=2c_H$, while $\alpha_L=11c_L$ is negligible. At 5 kHz the intermediate state settles within each phase, and the occupancy at the start of the high phase is 0.245, close to the two-state value.

At 100 MHz it can't settle. The elementary rates must now be averaged first: $\langle\alpha\rangle\approx c_H$ and $\langle\beta\rangle=5.5r$, so

$$c_{\rm eff}\approx\frac{c_H}{6.5}=4.4\ \text{s}^{-1},\qquad
f\approx\frac{4.4}{4.4+43.4}=0.09 .$$

Direct propagation of the three-state equations at 100 MHz gives 0.091. This one-way loop does not obey detailed balance; if the filled trap instead empties back through the intermediate state, with the same constant-bias $c$ and $e$, the value is 0.098. The two-state rule would have used an average capture rate of $c_H/2=14.2$ per second. Such a trap has a plateau between its slow and fast response rates, then a second change with frequency. Duty-weighting measured constant-bias rates is justified on the first plateau; beyond it, the internal rates are needed.

## Calculated quantities

```
Temperature 400 K; thermal energy 0.03447 eV
Interlayer, high-k, trap depth in high-k: 0.8, 5.0, 0.4 nm
Relative permittivities: 4, 20
Flat-band trap level 0.35 eV; reorganization energy 2.4 eV
Attempt rate 1e+13 1/s
Barriers interlayer, high-k: 3.0, 1.5 eV
Tunnelling masses: 0.5, 0.2 electron masses
Interlayer field H, L: 6.0, 0.5 MV/cm
Band edge minus Fermi level H, L: -0.05, 0.4 eV
Trap minus band edge H, L: -0.1780, 0.3060 eV
Capture barrier H: 0.5143 eV
Emission barrier L: 0.4568 eV
Tunnelling factor H, L: 1.059e-05, 4.936e-06
Capture, emission H: 28.415, 0.0381 1/s
Capture, emission L: 1.105e-07, 86.799 1/s
Constant-bias occupancy H, L: 0.99866, 1.273e-09
Duty 0.5; mean total rate 57.626 1/s
Settling time 17.35 ms
Fast-limit occupancy 0.24655; slow-limit average 0.49933
Equilibrium occupancy at mean bias 9.734e-04
1 Hz: average 0.475738, min 0.000000, max 0.998660
10 Hz: average 0.322056, min 0.009912, max 0.760304
100 Hz: average 0.247839, min 0.195900, max 0.302355
1000 Hz: average 0.246562, min 0.241225, max 0.251924
10000 Hz: average 0.246549, min 0.246014, max 0.247084
1000000 Hz: average 0.246549, min 0.246543, max 0.246554
Frequency ensuring instantaneous error <=0.01: 1070.0 Hz
Fast-limit occupancy at duty 0.1: 0.03510
Fast-limit occupancy at duty 0.9: 0.74585
Trap sheet 1e+12 1/cm2; threshold shift fast, constant H: 10.26, 41.56 mV
Neglected effects, each taken alone (fast-limit occupancy):
Channel energy spread: 0.43695
Quantum phonons of 0.05 eV: 0.24997; rate factors H, L 2.140, 2.101
Spin degeneracy doubling capture: 0.39557
Trapped-charge feedback: 0.22504; level rise 4.58 meV
Gate voltages H, L: 1.2, 0.0 V
Gate exchange: 0.24624; emission H, L 1.376e-01, 6.805e-03 1/s
Edges of 10 ns at 1, 10 MHz: 0.24583, 0.23835
Use at 300 K: 0.16832; settling time 1.588 s
Interlayer field / rough 10 MV/cm breakdown: 0.60
Intermediate forward rate 1e+06 1/s; return/forward H, L: 1, 10
Three-state occupancy at 5 kHz, 100 MHz: 0.24472, 0.09148
Three-state averaged-rate limit: 0.09147
```
